# Cooperative Formula Units Needed for a 40 k_BT Switching Barrier: verification in Python

```python
"""
Result under test: N double wells of barrier b reverse with total barrier N*b
when the smallest nonuniform coupling eigenvalue K is at least 4*b.
Thus a barrier of 40 kT needs N = ceil(40*kT/b) cooperative formula units.
s_i: polar coordinate (-1 or +1 in the wells); m: mean of s_i;
energy = sum b*(1-s_i**2)**2 + s.L.s/2; L: coupling matrix;
J: nearest-neighbour chain coupling; kT: thermal energy.
Inside the model functions energies are measured in units of b.
"""
import heapq
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.optimize import minimize, minimize_scalar

meV = const.e * 1e-3
b = 80.0
T = 300.0
kT = const.k * T / meV
target = 40 * kT
ratio = target / b
count = math.ceil(ratio)


def grid_barrier(K):
    """Lowest possible maximum energy between wells of three coupled units."""
    n, h = 49, 0.05
    axis = (np.arange(n) - n // 2) * h
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    energy = (1-x*x)**2 + (1-y*y)**2 + (1-z*z)**2
    energy += K/2 * (x*x + y*y + z*z - (x+y+z)**2/3)
    for face in (0, -1):
        energy[face, :, :] = np.inf
        energy[:, face, :] = np.inf
        energy[:, :, face] = np.inf
    values = energy.ravel().tolist()
    diagonal = 1 + n + n*n
    moves = (1, -1, n, -n, n*n, -n*n, diagonal, -diagonal)
    start, end = 4 * diagonal, 44 * diagonal
    seen = bytearray(n**3)
    seen[start] = 1
    heap = [(values[start], start)]
    while heap:
        level, place = heapq.heappop(heap)
        if place == end:
            return level
        for move in moves:
            new = place + move
            if not seen[new] and values[new] < np.inf:
                seen[new] = 1
                heapq.heappush(heap, (max(level, values[new]), new))
    raise RuntimeError("wells not connected")


grid_couplings = (0.0, 3.0, 4.4)
grid_results = [grid_barrier(K) for K in grid_couplings]
assert abs(grid_results[0] - 1) < 0.01
assert grid_results[1] < 2.95
# Grid spacing shifts the saddle energy by a few thousandths of b.
assert abs(grid_results[2] - 3) < 0.01


def uniform_coupling(N, K):
    return K * (np.eye(N) - np.ones((N, N)) / N)


def chain_coupling(N, J):
    difference = np.diff(np.eye(N), axis=0)
    return J * difference.T @ difference


def total_energy(s, L):
    return np.sum((1-s*s)**2) + s @ L @ s / 2


def plane_minimum(L):
    """Minimum at zero mean: a lower bound on every reversal barrier."""
    N = len(L)
    rng = np.random.default_rng(4)
    wave = np.cos(np.pi * (np.arange(N) + 0.5) / N)
    starts = [wave] + [rng.normal(0, 0.6, N) for _ in range(4)]

    def value_and_gradient(x):
        s = x - x.mean()
        gradient = -4*s*(1-s*s) + L @ s
        return total_energy(s, L), gradient - gradient.mean()

    return min(minimize(value_and_gradient, x, jac=True, method="BFGS").fun
               for x in starts)


K_ratio = 8.0
scanned_count = next(N for N in range(2, 30)
                     if b * plane_minimum(uniform_coupling(N, K_ratio)) >= target)
assert scanned_count == count

chain_gap = np.linalg.eigvalsh(chain_coupling(count, 1.0))[1]
assert abs(chain_gap - (2-2*math.cos(math.pi/count))) < 1e-10
chain_threshold = 4 / chain_gap
assert abs(plane_minimum(chain_coupling(count, 1.05*chain_threshold))
           - count) < 1e-4
assert plane_minimum(chain_coupling(count, 0.8*chain_threshold)) < count - 0.2

# A moving wall gives an upper bound; the zero-mean minimum gives a lower bound.
J_ratio = 8.0
wall_formula = 4/3 * math.sqrt(2*J_ratio)
wall_bounds = []
for N in (count, 2*count):
    L = chain_coupling(N, J_ratio)
    sites = np.arange(N)
    width = math.sqrt(J_ratio/2)
    upper = max(total_energy(np.tanh((sites-c)/width), L)
                for c in np.linspace(-15, N+15, 1001))
    lower = plane_minimum(L)
    wall_bounds.append((lower, upper))
    # The continuum formula omits lattice corrections of about one percent.
    assert abs(lower/wall_formula - 1) < 0.02
    assert abs(upper/wall_formula - 1) < 0.02

# Overdamped first-passage time checks the exponential waiting-time law.
for B in (20.0, 40.0):
    x = np.linspace(-2, 1, 30001)
    U = B*(1-x*x)**2
    inner = cumulative_trapezoid(np.exp(-U), x, initial=0)
    use = x >= -1
    passage = trapezoid(np.exp(U[use])*inner[use], x[use])
    asymptotic = 2*math.pi*math.exp(B)/math.sqrt(32*B*B)
    assert abs(passage/asymptotic - 1) < 0.03

X = np.linspace(-8, 8, 401)
Q = np.linspace(-16, 16, 641)
dX, dQ = X[1]-X[0], Q[1]-Q[0]
phase = np.exp(1j*np.outer(Q, X))


def local_weight(m, K, thermal):
    sigma = math.sqrt(thermal/(K-4))
    t = sigma*X
    base = (1-m*m)**2
    slope = -4*m*(1-m*m)
    excess = (1-(m+t)**2)**2 - base - slope*t + K*t*t/2
    return np.exp(-excess/thermal), sigma, base


def free_energy(m, N, K, thermal):
    weight, sigma, base = local_weight(m, K, thermal)
    transform = phase @ weight * dX * sigma
    integral = np.sum(transform**N).real * dQ/(2*math.pi*sigma)
    return N*base - thermal*math.log(integral)


def free_barrier(N, K, thermal):
    well = minimize_scalar(lambda m: free_energy(m, N, K, thermal),
                           bounds=(-1.3, -0.5), method="bounded")
    return free_energy(0, N, K, thermal) - well.fun


for m in (0.0, -0.9):
    weight, sigma, base = local_weight(m, K_ratio, kT/b)
    direct = 2*base - kT/b*math.log(np.sum(weight*weight[::-1])*dX*sigma)
    assert abs(direct - free_energy(m, 2, K_ratio, kT/b)) < 1e-7


def harmonic_barrier(N, K, thermal):
    return N - thermal*(N-1)/2*math.log((K+8)/(K-4))


cold = const.k*10/meV/b
cold_error = (free_barrier(count, K_ratio, cold)
              - harmonic_barrier(count, K_ratio, cold))/cold
# The remaining difference is anharmonic and vanishes with temperature.
assert abs(cold_error) < 0.2

softening = []
for K in (K_ratio, 40.0):
    barrier = free_barrier(count, K, kT/b)*b
    needed = next(N for N in range(2, 80)
                  if free_barrier(N, K, kT/b)*b >= target)
    softening.append((K*b, barrier, needed))
    assert barrier < count*b and needed >= count

volume = 0.0335
polarization = 50.0
dipole = polarization*0.01*volume*1e-27
field = 1.0
tilt = dipole*field*1e8/meV
roots = np.sort(np.roots([4*b, 0, -4*b, -tilt]).real)
tilted = lambda s: b*(1-s*s)**2 - tilt*s
field_barrier = tilted(roots[1]) - tilted(roots[0])
assert abs(field_barrier-(b-tilt)) < tilt**2/b
field_count = math.ceil(target/field_barrier)

hot_T = const.zero_Celsius + 85
hot_target = 40*const.k*hot_T/meV
tau_ps, tau_ns = 1e-12, 1e-9
ten_years = 10*const.year
ten_year_factor = math.log(ten_years/tau_ps)

displacement = dipole/(2*const.e)
mass = 15.999*const.atomic_mass
omega_b = math.sqrt(4*b*meV/(mass*displacement**2))
crossover = const.hbar*omega_b/(2*math.pi*const.k)
xb = const.hbar*omega_b/(const.k*T)
log_sinh = lambda x: math.log(math.sinh(x/2)/(x/2))
quantum = (log_sinh(xb*math.sqrt(2))
           - math.log(math.sin(xb/2)/(xb/2))
           + (count-1)*(log_sinh(xb*math.sqrt((K_ratio+8)/4))
                        - log_sinh(xb*math.sqrt((K_ratio-4)/4))))
assert abs(quantum/(count*xb*xb/8)-1) < 0.1


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Barrier per formula unit", b, "meV", 1)
show("Temperature", T, "K", 1)
show("Thermal energy", kT, "meV")
show("Required barrier, 40 kT", target, "meV", 1)
show("Required barrier, 40 kT", target/1000, "eV")
show("Unrounded number of units", ratio)
print("Smallest whole number of units:", count)
for N in (count-1, count):
    show(f"Barrier of {N} units", N*b, "meV", 1)
    show(f"Barrier of {N} units over kT", N*b/kT, "", 2)
for value in (b-10, b+10):
    show(f"Unrounded count if unit barrier is {value:.0f} meV", target/value, "", 2)
show("Coherence threshold for K", 4*b, "meV", 1)
for K, value in zip(grid_couplings, grid_results):
    show(f"Three-unit grid barrier at K={K*b:.0f} meV", value*b, "meV", 1)
show("Chain J needed for coherent reversal", chain_threshold*b/1000, "eV", 2)
show("Chain J in wall example", J_ratio*b, "meV", 1)
show("Wall barrier from continuum formula", wall_formula*b, "meV", 1)
show("Wall barrier over kT", wall_formula*b/kT, "", 2)
for N, bounds in zip((count, 2*count), wall_bounds):
    print(f"Wall barrier bounds, {N}-unit chain: "
          f"{bounds[0]*b:.1f} to {bounds[1]*b:.1f} meV")
show("Formula-unit volume (rough input)", volume, "nm^3", 4)
show("Cooperative volume", count*volume, "nm^3")
show("Edge of equal-volume cube", (count*volume)**(1/3), "nm")
show("Waiting time at 40 kT, attempt time 1 ps", tau_ps*math.exp(40)/const.day, "days", 2)
show("Waiting time at 40 kT, attempt time 1 ns", tau_ns*math.exp(40)/const.year, "years", 2)
show("Barrier over kT for 10 years at 1 ps", ten_year_factor, "", 2)
print("Units for 10 years at 1 ps:", math.ceil(ten_year_factor*kT/b))
show("Hot operating temperature", hot_T, "K", 2)
show("40 kT at hot temperature", hot_target, "meV", 1)
print("Units at hot temperature:", math.ceil(hot_target/b))
show("Polarization (rough input)", polarization, "uC/cm2", 1)
show("Opposing field", field, "MV/cm", 1)
show("Dipole energy per unit in field", tilt, "meV", 2)
show("Unit barrier in field", field_barrier, "meV", 2)
print("Units needed in field:", field_count)
for K, barrier, needed in softening:
    show(f"Free-energy barrier of {count} units, K={K:.0f} meV", barrier, "meV", 1)
    show(f"Same free-energy barrier over kT, K={K:.0f} meV", barrier/kT, "", 2)
    print(f"Units for 40 kT free-energy barrier, K={K:.0f} meV: {needed}")
show("Harmonic softening at K=640 meV",
     count*b/kT-harmonic_barrier(count, K_ratio, kT/b)*b/kT, "kT", 2)
show("Inferred oxygen displacement", displacement*1e9, "nm", 4)
show("Tunnelling crossover temperature", crossover, "K", 1)
show("Quantum reduction of effective barrier", quantum, "kT", 2)
print("PASS")
```

Running it gives:

```
Barrier per formula unit: 80.0 meV
Temperature: 300.0 K
Thermal energy: 25.852 meV
Required barrier, 40 kT: 1034.1 meV
Required barrier, 40 kT: 1.034 eV
Unrounded number of units: 12.926
Smallest whole number of units: 13
Barrier of 12 units: 960.0 meV
Barrier of 12 units over kT: 37.13
Barrier of 13 units: 1040.0 meV
Barrier of 13 units over kT: 40.23
Unrounded count if unit barrier is 70 meV: 14.77
Unrounded count if unit barrier is 90 meV: 11.49
Coherence threshold for K: 320.0 meV
Three-unit grid barrier at K=0 meV: 80.0 meV
Three-unit grid barrier at K=240 meV: 230.0 meV
Three-unit grid barrier at K=352 meV: 239.9 meV
Chain J needed for coherent reversal: 5.51 eV
Chain J in wall example: 640.0 meV
Wall barrier from continuum formula: 426.7 meV
Wall barrier over kT: 16.50
Wall barrier bounds, 13-unit chain: 423.0 to 423.2 meV
Wall barrier bounds, 26-unit chain: 423.0 to 423.2 meV
Formula-unit volume (rough input): 0.0335 nm^3
Cooperative volume: 0.435 nm^3
Edge of equal-volume cube: 0.758 nm
Waiting time at 40 kT, attempt time 1 ps: 2.72 days
Waiting time at 40 kT, attempt time 1 ns: 7.46 years
Barrier over kT for 10 years at 1 ps: 47.20
Units for 10 years at 1 ps: 16
Hot operating temperature: 358.15 K
40 kT at hot temperature: 1234.5 meV
Units at hot temperature: 16
Polarization (rough input): 50.0 uC/cm2
Opposing field: 1.0 MV/cm
Dipole energy per unit in field: 10.45 meV
Unit barrier in field: 69.80 meV
Units needed in field: 15
Free-energy barrier of 13 units, K=640 meV: 842.2 meV
Same free-energy barrier over kT, K=640 meV: 32.58
Units for 40 kT free-energy barrier, K=640 meV: 17
Free-energy barrier of 13 units, K=3200 meV: 995.9 meV
Same free-energy barrier over kT, K=3200 meV: 38.52
Units for 40 kT free-energy barrier, K=3200 meV: 14
Harmonic softening at K=640 meV: 8.32 kT
Inferred oxygen displacement: 0.0523 nm
Tunnelling crossover temperature: 32.3 K
Quantum reduction of effective barrier: 0.73 kT
PASS
```
